# Mott–Berezinskii conductivity of a one-dimensional localized conductor from resonant pairs

## A special case: two equal wells

Put one electron in two identical wells a distance \(r\) apart, each with a bound state at energy zero, joined by a small tunnel coupling \(I>0\). In the basis (left, right) the Hamiltonian has zeros on the diagonal and \(I\) off it. Its eigenstates are \((|L\rangle\pm|R\rangle)/\sqrt2\), with energies \(\pm I\). The splitting is therefore \(2I\), and the matrix element of position between the two states has magnitude

\[
\tfrac12\,|x_R-x_L| = \frac r2 .
\]

The splitting is exponentially small in \(r\), while the dipole grows with \(r\). A slow field can thus move charge over a long distance, provided that it finds a pair of states so nearly degenerate.

A lattice shows this directly. Take hopping \(t\), two sites of energy 0 six sites apart, and energy \(6t\) on all other sites. Numerical diagonalization gives a splitting of \(2.08\times10^{-4}t\) and a dipole element of 3.00 sites. With one more site between the wells the splitting is multiplied by \(e^{-1.818}\). The amplitude of a single bound state decays at the same rate \(\kappa\) per site, fixed by \(2t\cosh\kappa=6t-E\), where \(E\) is the bound-state energy. Tunnel splittings thus follow the decay of the amplitude, not of the density.

In a disordered wire such pairs occur by chance, and the low-frequency conductivity follows from counting them.

## Assumptions and theorem

A wire of length \(L\) has localized states only. The conductivity \(\sigma\) relates current to field, so in one dimension it is a conductance times a length. We write \(\sigma\) for its real part.

- **A1.** Electrons are independent, with \(g_s\) spin species, and respond linearly to a uniform field.
- **A2.** Centres and energies of the localized orbitals are statistically independent. Their density \(\rho\), per length, energy and spin, is constant near the Fermi level \(\mu\).
- **A3.** Absorption at \(\omega\) comes from pairs of orbitals. At separation \(r\) their coupling is \(I(r)=I_0e^{-r/\xi}\), with \(\xi\) the decay length of the amplitude. Position matrix elements between different orbitals are neglected.
- **A4.** \(\hbar\omega<2I_0\). With
\[
\Lambda=\ln\frac{2I_0}{\hbar\omega},\qquad r_\omega=\xi\Lambda ,
\]
we have \(L\gg r_\omega\) and \(\rho\,r_\omega\hbar\omega\ll1\), so that a third resonant state near a pair is rare.

**Theorem.** Under A1–A4,

\[
\sigma(\omega)=g_s\frac{\pi}{2}e^2\hbar\rho^2\xi^3\omega^2
\Big[(\Lambda+1-\ln2)^2+1-\frac{\pi^2}{12}\Big],
\]

and hence, for \(\Lambda\gg1\),

\[
\sigma(\omega)\simeq g_s\frac{\pi}{2}e^2\hbar\rho^2\xi^3\,\omega^2\ln^2\frac{2I_0}{\hbar\omega}.
\]

The theorem concerns the pair model. That a given disordered wire reduces to this model is a physical argument, examined below for one lattice.

## Lemma 1: conductivity from absorption

**Lemma 1.** At zero temperature, for one spin species,
\[
\sigma=\frac{\pi e^2\omega}{L}\sum_{\alpha\ \text{filled},\ \beta\ \text{empty}}|x_{\alpha\beta}|^2\,\delta(E_\beta-E_\alpha-\hbar\omega).
\]

*Proof.* The field \(\mathcal E\cos\omega t\) adds a potential energy of magnitude \(e\mathcal E x\cos\omega t\). Half of the cosine, \(e^{-i\omega t}/2\), drives absorption, so the golden rule gives the rate
\[
\frac{2\pi}{\hbar}\Big(\frac{e\mathcal E}{2}\Big)^2|x_{\alpha\beta}|^2\,\delta(E_\beta-E_\alpha-\hbar\omega).
\]
Each transition absorbs \(\hbar\omega\). The power is therefore \(\tfrac{\pi}{2}e^2\mathcal E^2\omega\sum|x_{\alpha\beta}|^2\delta(\dots)\). The time-averaged Joule heat is \(\tfrac12\sigma\mathcal E^2L\). Equating the two gives the lemma. ∎

At finite temperature each pair carries the weight \(f(E_\alpha)-f(E_\beta)\), absorption minus stimulated emission, with \(f\) the Fermi function.

## Lemma 2: splitting and dipole of a detuned pair

**Lemma 2.** Two orbitals with energy difference \(\Delta\), coupling \(I\) and separation \(r\) have
\[
S=\sqrt{\Delta^2+4I^2},\qquad |x_{\alpha\beta}|=\frac{rI}{S}.
\]

*Proof.* Measured from the mean energy, the Hamiltonian is
\[
H=\begin{pmatrix}\Delta/2&I\\ I&-\Delta/2\end{pmatrix}.
\]
Its eigenvalues are \(\pm S/2\). Define \(\theta\) by \(\cos\theta=\Delta/S\), \(\sin\theta=2I/S\). The eigenvectors are \((\cos\frac\theta2,\sin\frac\theta2)\) and \((-\sin\frac\theta2,\cos\frac\theta2)\). Position is diagonal with entries \(x_1\) and \(x_2=x_1+r\), so the matrix element is
\[
(x_2-x_1)\sin\tfrac\theta2\cos\tfrac\theta2=\tfrac r2\sin\theta=\frac{rI}{S}.\qquad∎
\]

At \(\Delta=0\) this is the opening case. For \(|\Delta|\gg2I\) each eigenstate sits on one site and the dipole falls as \(rI/|\Delta|\).

## Lemma 3: the occupation window

**Lemma 3.** For fixed splitting \(S\), integrating the occupation factor over the mean energy \(\bar E\) of the pair gives \(S\), at any temperature.

*Proof.* At zero temperature the lower level must be filled and the upper one empty: \(\bar E-S/2<\mu<\bar E+S/2\). This is an interval of length \(S\). At finite temperature,
\[
\int d\bar E\,\big[f(\bar E-\tfrac S2)-f(\bar E+\tfrac S2)\big]
=\int d\bar E\int_{\bar E-S/2}^{\bar E+S/2}\!\big[-f'(y)\big]dy .
\]
Exchange the integrations. Each \(y\) is reached from a range \(S\) of \(\bar E\), and \(\int(-f')\,dy=1\). ∎

The resonant absorption of independent electrons therefore does not depend on temperature while \(\rho\) is constant over the thermal range. Absorption through phonon-assisted relaxation is a different process and is not included.

## Proof of the theorem

**Counting.** Label the left orbital 1 and the right one 2, so that each pair occurs once, with \(r>0\) and either sign of \(\Delta\). The number of pairs is \(L\rho^2\,dr\,d\varepsilon_1d\varepsilon_2=L\rho^2\,dr\,d\bar E\,d\Delta\), since \(\bar E=(\varepsilon_1+\varepsilon_2)/2\) and \(\Delta=\varepsilon_1-\varepsilon_2\) have unit Jacobian. The three lemmas give
\[
\sigma=g_s\pi e^2\omega\rho^2\int dr\int d\Delta\;S\,\frac{r^2I^2}{S^2}\,\delta(S-\hbar\omega).
\]
The delta function has roots \(\Delta=\pm\sqrt{(\hbar\omega)^2-4I^2}\), present if \(2I<\hbar\omega\). There \(|dS/d\Delta|=|\Delta|/S\), so
\[
\int d\Delta\,\delta(S-\hbar\omega)=\frac{2\hbar\omega}{\sqrt{(\hbar\omega)^2-4I^2}} .
\]
The remaining factor is \(r^2I^2/\hbar\omega\). Hence
\[
\sigma=2\pi g_se^2\omega\rho^2\int_{r_\omega}^\infty dr\,\frac{r^2I^2}{\sqrt{(\hbar\omega)^2-4I^2}} .
\]
The lower limit is where \(2I(r)=\hbar\omega\). Closer pairs are split by more than \(\hbar\omega\) and cannot absorb.

**Radial integral.** Put \(r=\xi(\Lambda+u)\), so that \(2I=\hbar\omega e^{-u}\). Then
\[
\frac{I^2}{\sqrt{(\hbar\omega)^2-4I^2}}=\frac{\hbar\omega}{4}\,\frac{e^{-2u}}{\sqrt{1-e^{-2u}}},
\]
and
\[
\sigma=g_s\frac\pi2e^2\hbar\rho^2\xi^3\omega^2J,\qquad
J=\int_0^\infty(\Lambda+u)^2\frac{e^{-2u}\,du}{\sqrt{1-e^{-2u}}}.
\]
With \(q=\sqrt{1-e^{-2u}}\) the weight becomes \(dq\) on \((0,1)\), and \(u=-\frac12\ln(1-q^2)\). Thus \(J=\Lambda^2+2m_1\Lambda+m_2\), where \(m_1,m_2\) are the means of \(u,u^2\) over uniform \(q\). They follow from
\[
M(a)=\int_0^1(1-q^2)^a\,dq=\frac{\sqrt\pi\,\Gamma(a+1)}{2\,\Gamma(a+\frac32)},\qquad M(0)=1 .
\]
Let \(\psi\) be the logarithmic derivative of \(\Gamma\). Using \(\psi(\tfrac32)=\psi(1)-2\ln2+2\), \(\psi'(1)=\pi^2/6\) and \(\psi'(\tfrac32)=\pi^2/2-4\),
\[
M'(0)=\psi(1)-\psi(\tfrac32)=-2(1-\ln2),
\]
\[
M''(0)=M'(0)^2+\psi'(1)-\psi'(\tfrac32)=4(1-\ln2)^2+4-\frac{\pi^2}{3}.
\]
Hence \(m_1=-\frac12M'(0)=1-\ln2\) and \(m_2=\frac14M''(0)=(1-\ln2)^2+1-\pi^2/12\). Completing the square in \(J\) proves the theorem. ∎

**Remark (origin of the factors).** One power of \(\omega\) comes from the energy absorbed per transition and one from the occupation window. The squared logarithm is the squared distance \(r_\omega^2\). On the resonance condition \(q=|\Delta|/\hbar\omega\), so to leading order all detunings up to \(\hbar\omega\) contribute equally. For the fixed coupling law of A3 and \(\Lambda\gg1\), the mean excess distance is \((1-\ln2)\xi\approx0.31\,\xi\): the active pairs lie in a thin shell just beyond \(r_\omega\). Fluctuating couplings broaden this shell and move its centre outward.

**Remark (apparent exponent).** Since \(d\Lambda/d\ln\omega=-1\), the leading law has
\[
\frac{d\ln\sigma}{d\ln\omega}=2-\frac2\Lambda ,
\]
which approaches 2 from below, and slowly.

## Second case: fluctuating couplings

In a random wire \(I\) varies between pairs of equal separation. Replace the fixed coupling in A3 by a Gaussian distribution \(P(y|r)\) of \(y=-\ln(I/I_0)\), with mean \(r/\xi\) and variance \(s\,r/\xi\).

**Proposition.** The bracket of the theorem becomes
\[
J_s=J+3s(\Lambda+1-\ln2)+3s^2 .
\]

*Proof.* At given \(y\), the weight \(r^2dr\) is replaced by \(\int dr\,r^2P(y|r)\,dy\). Let \(R=r/\xi\) and
\[
G(\lambda)=\int_0^\infty\frac{dR}{\sqrt{2\pi sR}}\,e^{-\lambda R-(y-R)^2/(2sR)} .
\]
The standard integral \(\int_0^\infty R^{-1/2}e^{-aR-b/R}dR=\sqrt{\pi/a}\,e^{-2\sqrt{ab}}\), with \(a=(1+2s\lambda)/2s\) and \(b=y^2/2s\), gives
\[
G(\lambda)=\frac{1}{\sqrt{1+2s\lambda}}\exp\Big[\frac ys\big(1-\sqrt{1+2s\lambda}\big)\Big].
\]
To second order the prefactor is \(1-s\lambda+\frac32s^2\lambda^2\) and the exponent is \(-\lambda y+\frac12s\lambda^2y\). Twice the coefficient of \(\lambda^2\) is the second moment,
\[
\int_0^\infty dR\,R^2P=y^2+3sy+3s^2 .
\]
Insert \(y=\Lambda+u\) and average over \(q\) as before. ∎

The coefficient of \(\Lambda^2\) is unchanged, but the next term is large. For \(\Lambda=5\) and \(s=1\) the leading law has the factor 25.0, the fixed coupling 28.3 and the fluctuating coupling 47.3.

## The pair model against a random chain

Consider a chain with hopping \(t\) and site energies uniform over a width \(W=30t\). Define \(D(\Omega)\) as the sum of \(|x_{\alpha\beta}|^2\) per site over all pairs of eigenstates closer in energy than \(\Omega\). Integrating Lemma 2 over \(\Delta\), with density \(1/W\), predicts
\[
D(\Omega)=\frac1W\sum_r r^2\Big\langle I\arccos\frac{2I}{\Omega}\Big\rangle_{2I<\Omega}.
\]
Here \(I\) was sampled from random barriers and multiplied by the square root of the weights of both states on their end sites; \(r\) was taken between the centres of the states. Nothing was fitted. Diagonalizing 40,000 chains of 24 sites gave these ratios to the prediction, with sampling errors:

- \(\Omega=0.2t\): \(1.01\pm0.02\)
- \(\Omega=0.05t\): \(0.98\pm0.03\)
- \(\Omega=0.0125t\): \(0.96\pm0.06\)

If each state is placed wholly on one site, the ratios drop to between 0.80 and 0.83. The end-site weights do not decay with distance, so they change \(I_0\) and leave \(\xi\) alone.

These cutoffs are not asymptotic. Much lower ones are accessible to the pair sum, though not to diagonalization. Since \(\xi\) depends on energy, let \(D\) now denote the pair sum with all couplings taken at one energy. For \(D\approx\Omega\,\xi^3\Lambda^2/(2W)\), which follows from \(\int_0^1\arccos z\,dz=1\), the quantity \(\sqrt{2WD/\Omega}\) must grow with \(\ln(t/\Omega)\) at the slope \(\xi^{3/2}\). Sampling barriers at the band centre, for logarithms 25 and 60, gave a slope of 0.441, with a sampling error of about 1 %. The Thouless formula \(1/\xi=\langle\ln|E_n/t|\rangle\), applied to the diagonalized levels \(E_n\), gives \(\xi=0.582\) sites and \(\xi^{3/2}=0.444\). At the band centre, the leading coefficient of the pair sum thus survives the fluctuations of the couplings.

## Worked example: a gated wire

Take rough, round parameters for a GaAs-like wire with one occupied subband: Fermi velocity \(v=10^5\) m/s, \(\xi=200\) nm, effective mass 0.067 electron masses, relative permittivity \(\epsilon_r=12.9\), a metal gate at \(d=50\) nm and a temperature of 20 mK. The mass \(m\) gives the Fermi wavenumber \(k_F=mv/\hbar\) and \(k_F\xi\approx12\), so disorder is weak and the density of states of a clean wire, \(\rho=1/(\pi\hbar v)\), is a fair estimate for independent electrons. The lattice test above had \(\xi\) below one site, so it does not cover this weakly disordered regime. With \(g_s=2\), this \(\rho\) and the estimate \(I_0=\hbar v/\xi=0.33\) meV, the leading law becomes
\[
\sigma=g_s\frac{e^2}{h}\,\xi\Big(\frac{\omega\xi}{v}\Big)^2\Lambda^2 .
\]
At 1 GHz, \(\omega\xi/v=0.01257\) and \(\Lambda=\ln(2/0.01257)=5.07\), so
\[
\sigma=2\times200\ \text{nm}\times1.58\times10^{-4}\times25.7\ \frac{e^2}{h}=1.6\ \frac{e^2}{h}\,\text{nm},
\]
or \(6.3\times10^{-14}\) S m.

| \(f\) (GHz) | \(\Lambda\) | \(r_\omega\) (nm) | \(\sigma\) (\(e^2/h\) nm) | exponent of leading law |
|---|---|---|---|---|
| 0.1 | 7.4 | 1470 | 0.034 | 1.73 |
| 1 | 5.1 | 1010 | 1.6 | 1.61 |
| 10 | 2.8 | 550 | 48 | 1.28 |

The rare-resonance condition holds at 1 GHz: with \(\rho=0.0048\) per meV nm and \(\hbar\omega=0.0041\) meV, \(\rho r_\omega\hbar\omega\approx0.02\). At 10 GHz this product is 0.11 and the condition is only marginal. The logarithm is less secure. Doubling \(I_0\) raises \(\Lambda\) by 0.69 and \(\sigma\) by about 20 %, 30 % and 55 % at the three frequencies. With \(I_0\) held fixed, fluctuating couplings with \(s=1\), close to the value for the transmitted amplitude at weak disorder, would multiply the leading value by 1.6, 1.9 and 2.9 at the three frequencies. Since \(I_0\) is itself only an estimate, these factors show how sensitive the pair model is to the assumed couplings and are not corrections to apply to this wire. At 10 GHz, where \(\Lambda\) is only 2.8, the leading law should be read as an order-of-magnitude estimate.

Real wires also break A1, because electrons repel. Including the image charge in the gate, two electrons a distance \(r\) apart have
\[
U(r)=\frac{e^2}{4\pi\epsilon_0\epsilon_r}\Big(\frac1r-\frac1{\sqrt{r^2+4d^2}}\Big).
\]
For one spin species at zero temperature, a pair absorbs if it holds one electron. The lower level must lie below \(\mu\), and a second electron must not lower the energy: \(2\bar E+U-2\mu>\bar E-S/2-\mu\). The window is then \(\mu-U-S/2<\bar E<\mu+S/2\), of length \(\hbar\omega+U\), and with \(U\) taken at \(r_\omega\), \(\sigma\) grows by the factor \(1+U(r_\omega)/\hbar\omega\). This is 1.42, 1.13 and 1.08 from the lowest to the highest frequency. For fixed couplings these are upper estimates, because the active pairs lie beyond \(r_\omega\), where \(U\) is smaller. Without the gate the factor would be about 180, 28 and 6, and the repulsion rather than \(\hbar\omega\) would set the window.

Repulsion within one localized state is more serious. Averaging the gated repulsion over the density \(e^{-2|x|/\xi}/\xi\) of both electrons, with \(1/r\) softened at a wire width of 10 to 20 nm, gives about 1 meV. This is over a hundred times \(\hbar\omega\) at 1 GHz, so the two spin species are not independent and the factor \(g_s=2\) loses its justification. It is also about three times \(I_0\), equal to the level spacing \(1/(\rho\xi)\approx1.0\) meV within one localization length, and half the Fermi energy of 1.9 meV. The single-particle values of \(\rho\), \(\xi\) and \(I_0\) are therefore uncertain as well, and the table is a reference for independent electrons, not a prediction for a real wire with these parameters. The resulting change in \(\sigma\) is not calculated here. The thermal energy is 4.2, 0.42 and 0.04 times \(\hbar\omega\) at the three frequencies. By Lemma 3 this would not matter for independent electrons, but it weakens the effect of repulsion. With thermal occupation of the empty, singly filled and doubly filled pair, this estimate of the repulsion factor at 20 mK falls from 1.42 to 1.03 at 0.1 GHz and from 1.13 to 1.09 at 1 GHz.
